# Spin-Valley Hopping Phases and Superexchange on a Triangular Moiré Lattice

## Definitions and conventions

A triangular moiré lattice has one orbital per site and one carrier per site. The index \(\sigma=\pm1\), also written \(\uparrow,\downarrow\), labels spin and valley together, because each valley supplies one spin direction. The Hamiltonian is \(H=H_0+T\), with

\[
H_0=U\sum_i n_{i\uparrow}n_{i\downarrow}+V\sum_{\langle ij\rangle}n_in_j,
\]
\[
T=-\sum_{\langle ij\rangle,\sigma}\left(te^{i\sigma\phi_{ij}}c^\dagger_{i\sigma}c_{j\sigma}+\text{h.c.}\right).
\]

Here \(t>0\), \(\phi_{ji}=-\phi_{ij}\), and \(n_i=n_{i\uparrow}+n_{i\downarrow}\). The two species have opposite phases, as time reversal requires. Setting \(V=0\) gives the ordinary Hubbard interaction. The spin operators are

\[
S_i^+=c^\dagger_{i\uparrow}c_{i\downarrow},\qquad
S_i^-=(S_i^+)^\dagger,\qquad
S_i^z=\tfrac12(n_{i\uparrow}-n_{i\downarrow}),
\]

with \(S_i^\pm=S_i^x\pm iS_i^y\). For \(U>3V\ge0\) and \(t\ll\Delta\), where \(\Delta=U-V\), the result through order \(t^2/\Delta\) is

\[
\begin{aligned}
H_{\rm eff}=J\sum_{\langle ij\rangle}\big[&S_i^zS_j^z+\cos2\phi_{ij}\,(S_i^xS_j^x+S_i^yS_j^y)\\
&+\sin2\phi_{ij}\,\hat z\cdot(\mathbf S_i\times\mathbf S_j)-\tfrac14\big],
\quad J=\frac{4t^2}{\Delta}.
\end{aligned}
\tag{1}
\]

The last spin term is the antisymmetric, or Dzyaloshinskii–Moriya, exchange. Reversing a bond changes the sign of both \(\phi_{ij}\) and the cross product, so (1) does not depend on how bonds are labelled.

## The cost of a hop and the second-order formula

Write \(n_i=1+\delta_i\). One hop from the singly occupied state produces \(\delta_i=+1\) and \(\delta_j=-1\) on neighbouring sites. The double occupancy costs \(U\). In the neighbour interaction,

\[
V(1+\delta_i)(1+\delta_j)=V(1+\delta_i+\delta_j+\delta_i\delta_j).
\]

Summed over the lattice, the linear terms cancel because every site has the same number of neighbours and \(\sum_i\delta_i=0\). The product term gives \(-V\). Every first hop therefore costs \(\Delta=U-V\).

A positive \(\Delta\) alone does not make single occupancy the lowest charge state, because many displaced charges can attract one another. A general charge pattern costs \(\tfrac U2\sum_i\delta_i^2+V\sum_{\langle ij\rangle}\delta_i\delta_j\). On each triangle \((\delta_1+\delta_2+\delta_3)^2\ge0\). Adding this over all triangles, with six at each site and two at each bond, gives \(\sum_{\langle ij\rangle}\delta_i\delta_j\ge-\tfrac32\sum_i\delta_i^2\). The cost is therefore positive for every pattern if \(U>3V\ge0\).

Let \(P\) project onto single occupancy, and measure energy from that degenerate level. An eigenstate is \(\psi+\chi\), with \(P\psi=\psi\) and \(P\chi=0\). Since one hop always leaves the singly occupied space, \(PTP=0\), and the projected Schrödinger equation is \(E\psi=PT\chi\). To leading order the other component obeys \(\Delta\,\chi=-T\psi\), because \(E\) and further hops contribute only at higher order in \(t\). Hence

\[
H_{\rm eff}=-\frac{PT^2P}{\Delta}. \tag{2}
\]

After the first hop, the two charge displacements sit on the ends of one bond. A single further hop can remove both only if it runs back along that bond. At this order, then, \(H_{\rm eff}\) is a sum of independent bond terms, and one bond is enough for either derivation.

## First derivation: remove the phase, then restore it

Take the bond \((i,j)\) with phase \(\phi=\phi_{ij}\), and define

\[
d_{j\sigma}=e^{i\sigma\phi}c_{j\sigma}.
\]

This is a spin rotation about \(z\) on site \(j\). It makes the hopping real and equal for both species:

\[
T_{ij}=-t\sum_\sigma(c^\dagger_{i\sigma}d_{j\sigma}+d^\dagger_{j\sigma}c_{i\sigma}).
\]

The parallel states \(c^\dagger_{i\uparrow}d^\dagger_{j\uparrow}|0\rangle\) and \(c^\dagger_{i\downarrow}d^\dagger_{j\downarrow}|0\rangle\) cannot hop, by the Pauli principle. The antiparallel states form

\[
|\pm\rangle=\frac1{\sqrt2}\left(c^\dagger_{i\uparrow}d^\dagger_{j\downarrow}\pm c^\dagger_{i\downarrow}d^\dagger_{j\uparrow}\right)|0\rangle .
\]

Consider the moves from \(j\) to \(i\). Anticommutation gives

\[
c^\dagger_{i\downarrow}d_{j\downarrow}\,c^\dagger_{i\uparrow}d^\dagger_{j\downarrow}|0\rangle=-c^\dagger_{i\downarrow}c^\dagger_{i\uparrow}|0\rangle=c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}|0\rangle,
\]
\[
c^\dagger_{i\uparrow}d_{j\uparrow}\,c^\dagger_{i\downarrow}d^\dagger_{j\uparrow}|0\rangle=-c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}|0\rangle .
\]

The two contributions cancel in \(|+\rangle\) and add in the singlet \(|-\rangle\). The moves from \(i\) to \(j\) behave in the same way. With \(|D_i\rangle=c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}|0\rangle\) and \(|D_j\rangle=d^\dagger_{j\uparrow}d^\dagger_{j\downarrow}|0\rangle\),

\[
T_{ij}|-\rangle=-\sqrt2\,t\,(|D_i\rangle+|D_j\rangle)=-2t\,|D\rangle,
\]

where \(|D\rangle=(|D_i\rangle+|D_j\rangle)/\sqrt2\) is normalized. The singlet and \(|D\rangle\) thus form a closed two-state problem with energies \(0\) and \(\Delta\) and coupling \(-2t\). Its lower level is

\[
E_-=\frac{\Delta-\sqrt{\Delta^2+16t^2}}2
=-\frac{4t^2}{\Delta}+\frac{16t^4}{\Delta^3}+\cdots . \tag{3}
\]

To leading order the singlet energy is \(-J\), while the three triplets stay at zero. Let \(\tilde{\mathbf S}_j\) be the spin built from \(d_j\). Since \(\mathbf S_i\cdot\tilde{\mathbf S}_j\) equals \(-3/4\) in the singlet and \(1/4\) in a triplet,

\[
H_{ij}=J\left(\mathbf S_i\cdot\tilde{\mathbf S}_j-\tfrac14\right). \tag{4}
\]

The original spin is recovered from

\[
\tilde S_j^+=d^\dagger_{j\uparrow}d_{j\downarrow}
=e^{-i\phi}c^\dagger_{j\uparrow}\,e^{-i\phi}c_{j\downarrow}
=e^{-2i\phi}S_j^+ .
\]

The factor is \(2\phi\) because a spin flip removes one species and creates the other, whose phase is opposite. Also \(\tilde S_j^z=S_j^z\), so

\[
\mathbf S_i\cdot\tilde{\mathbf S}_j=S_i^zS_j^z+\tfrac12\left(e^{2i\phi}S_i^+S_j^-+\text{h.c.}\right). \tag{5}
\]

Multiplying out the ladder operators gives

\[
S_i^+S_j^-=(S_i^xS_j^x+S_i^yS_j^y)-i(S_i^xS_j^y-S_i^yS_j^x).
\]

The last bracket is \(\hat z\cdot(\mathbf S_i\times\mathbf S_j)\). Half the sum of \(e^{2i\phi}S_i^+S_j^-\) and its adjoint is therefore \(\cos2\phi\) times the first bracket plus \(\sin2\phi\) times the second. Equation (4) becomes the bond term of (1).

## Second derivation: multiply out the hopping operators

This route uses no rotation and allows a different complex amplitude \(\tau_\sigma\) for each species. On one bond define

\[
K=\sum_\sigma\tau_\sigma c^\dagger_{i\sigma}c_{j\sigma},\qquad T_{ij}=-(K+K^\dagger).
\]

The products \(K^2\) and \((K^\dagger)^2\) move two carriers in the same direction and cannot return to single occupancy. Therefore

\[
PT_{ij}^2P=P(K^\dagger K+KK^\dagger)P.
\]

In the first product, moving \(c_{j\sigma'}\) past two operators of site \(i\) costs no sign, and \(c_{i\sigma}c^\dagger_{i\sigma'}=\delta_{\sigma\sigma'}-c^\dagger_{i\sigma'}c_{i\sigma}\):

\[
K^\dagger K=\sum_{\sigma\sigma'}\tau_\sigma^*\tau_{\sigma'}\,c^\dagger_{j\sigma}c_{j\sigma'}\left(\delta_{\sigma\sigma'}-c^\dagger_{i\sigma'}c_{i\sigma}\right).
\]

The terms with \(\sigma=\sigma'\) are \(|\tau_\sigma|^2n_{j\sigma}(1-n_{i\sigma})\). The term with \(\sigma=\downarrow\), \(\sigma'=\uparrow\) is \(-\tau_\uparrow\tau_\downarrow^*S_i^+S_j^-\), and the remaining one is its adjoint. The product \(KK^\dagger\) follows by exchanging the sites and conjugating the amplitudes. It gives the same flip terms and the diagonal terms \(|\tau_\sigma|^2n_{i\sigma}(1-n_{j\sigma})\).

In the singly occupied space \(n_{i\sigma}=\tfrac12+\sigma S_i^z\). The two diagonal contributions for one species add to

\[
\left(\tfrac12+\sigma S_j^z\right)\left(\tfrac12-\sigma S_i^z\right)+\left(\tfrac12+\sigma S_i^z\right)\left(\tfrac12-\sigma S_j^z\right)=\tfrac12-2S_i^zS_j^z,
\]

because the linear terms cancel. Inserting everything in (2),

\[
\begin{aligned}
H_{ij}={}&\frac{2(|\tau_\uparrow|^2+|\tau_\downarrow|^2)}{\Delta}\left(S_i^zS_j^z-\tfrac14\right)\\
&+\frac2\Delta\left(\tau_\uparrow\tau_\downarrow^*S_i^+S_j^-+\text{h.c.}\right).
\end{aligned}\tag{6}
\]

For \(\tau_\sigma=te^{i\sigma\phi}\), both squared moduli are \(t^2\) and \(\tau_\uparrow\tau_\downarrow^*=t^2e^{2i\phi}\). Equation (6) is then \(J\) times (5), less \(J/4\), which is again (1).

Two other cases show what the ingredients do. If both species have the same phase, \(\tau_\uparrow\tau_\downarrow^*=t^2\), and the exchange is isotropic: with equal moduli, the anisotropy needs phases that differ between the species. If \(\tau_\downarrow=0\), the flip term disappears and an Ising coupling \(2|\tau_\uparrow|^2/\Delta\) remains. An antiparallel pair then has energy \(-|\tau_\uparrow|^2/\Delta\), since one carrier can make one virtual excursion.

## What each derivation assumes

Both derivations assume one orbital per site, hopping that conserves \(\sigma\), a uniform singly occupied background and \(t\ll\Delta\) on the lattice.

The first also needs equal moduli for the two species, since a rotation can remove a phase difference but not a difference in size. In return it solves an isolated bond at any \(t/\Delta\), through (3), and shows that only one rotated singlet gains energy. That solution does not carry over to the lattice beyond second order, where excursions on different bonds interfere.

The second needs no equality of moduli and gives the more general result (6). It stops at second order even for one bond.

## The next order

For the phases in \(T\), the leading correction is of fourth order. Consider the particle–hole map

\[
c_\uparrow\to c_\downarrow^\dagger,\qquad c_\downarrow\to-c_\uparrow^\dagger .
\]

It keeps \(S^+\), since \(c^\dagger_\uparrow c_\downarrow\to-c_\downarrow c_\uparrow^\dagger=c_\uparrow^\dagger c_\downarrow\), and it keeps \(S^z\). At one carrier per site it changes \(H_0\) at most by a constant. A hopping term becomes

\[
\tau_\sigma c^\dagger_{i\sigma}c_{j\sigma}\to\tau_\sigma c_{i,-\sigma}c^\dagger_{j,-\sigma}=-\tau_\sigma c^\dagger_{j,-\sigma}c_{i,-\sigma}.
\]

The original \(T\) contains the same operator with amplitude \(\tau_{-\sigma}^*\), which equals \(\tau_\sigma\) for opposite phases. The map therefore sends \(T\) to \(-T\) and leaves every spin operator alone. Odd orders of \(H_{\rm eff}\) must equal their own negatives, so they vanish, and the error of (1) is of order \(t^4/\Delta^3\). With a common phase, \(\tau_{-\sigma}^*\ne\tau_\sigma\) in general, and a third-order term is allowed.

Diagonalizing the fermion Hamiltonian of a triangle shows the difference. At \(\phi=20^\circ\) on each bond, halving \(t\) from \(0.004\Delta\) to \(0.002\Delta\) reduces the largest level error of the second-order model by a factor 15.999 for opposite phases and 8.030 for a common phase. Fourth- and third-order errors would give 16 and 8.

## Which phases are physical

Rotating the spin axes of each site about \(z\) by an angle \(\alpha_i\) changes the bond angle \(2\phi_{ij}\) to \(2\phi_{ij}-(\alpha_j-\alpha_i)\). Any single bond can thus lose its antisymmetric term, but the sum of \(2\phi_{ij}\) around a closed loop cannot change.

Take a threefold-symmetric pattern: the phase is \(\phi\) for \(j=i+\mathbf a_n\), where \(\mathbf a_1+\mathbf a_2+\mathbf a_3=0\). The loop angle of a triangle is then \(6\phi\). Rotations with \(\alpha_j-\alpha_i=2\phi\) on every bond fit together if \(6\phi\) is a multiple of \(360^\circ\). At \(\phi=60^\circ\), (1) has an in-plane coefficient \(-J/2\) and an antisymmetric term, yet it is a Heisenberg antiferromagnet in rotated axes.

A single triangle makes this explicit. With one spin reversed, two bonds are antiparallel and one is parallel, so the diagonal energy is \(J(-\tfrac14-\tfrac34)=-J\). The reversed spin moves around the ring with amplitude \((J/2)e^{\pm2i\phi}\), giving

\[
E_k=-J+J\cos(k+2\phi),\qquad k=0,\pm120^\circ .
\]

The lowest level is \(-1.50J\) at \(\phi=0\), \(-1.94J\) at \(20^\circ\), and again \(-1.50J\) at \(60^\circ\).

## Classical order on the lattice

Treat the spins as vectors of length \(S\), drop the constant \(-J/4\) per bond, and keep the threefold pattern. An in-plane spiral with wave vector \(\mathbf Q\) turns by \(\mathbf Q\cdot\mathbf a_n\) along \(\mathbf a_n\). The in-plane and antisymmetric terms combine into \(\cos(\mathbf Q\cdot\mathbf a_n-2\phi)\), so the energy per site is

\[
e(\mathbf Q)=JS^2\sum_{n=1}^3\cos(\mathbf Q\cdot\mathbf a_n-2\phi).
\]

To minimize it, write each argument as \(\pi+y_n\), so that \(e=-JS^2\sum_n\cos y_n\). Modulo \(2\pi\), the sum of the \(y_n\) is fixed at \(Y=\pi-6\phi\), which lies between \(-\pi\) and \(\pi\) for \(0<\phi<60^\circ\). At a stationary point all \(\sin y_n\) are equal. If all \(y_n\) are equal, the best choice is \(y_n=Y/3\), and the sum of cosines is \(3\cos(Y/3)\ge3/2\). If one differs, it is \(\pi-y\), and the sum is \(\cos y\le1\). The first choice wins:

\[
e_{\min}=-3JS^2\cos(60^\circ-2\phi),\qquad \mathbf Q\cdot\mathbf a_n=-120^\circ. \tag{7}
\]

No other classical state is lower. In Fourier space the energy is a weighted average of \(e(\mathbf q)\), for the in-plane components, and of the same function at \(\phi=0\), for the \(z\) components. The latter is never below \(-3JS^2/2\), which lies above (7) inside the interval.

At fixed \(\phi\), the pattern with the opposite turn lies higher by

\[
3JS^2[\cos(120^\circ-2\phi)-\cos(120^\circ+2\phi)]=3\sqrt3\,JS^2\sin2\phi .
\]

The splitting is proportional to the antisymmetric coupling, which therefore selects the chirality. It vanishes at \(\phi=0\). At \(30^\circ\) all three bonds reach their lowest in-plane energy together. At \(60^\circ\) the selected spiral becomes degenerate with the in-plane ferromagnet. These are classical statements; quantum fluctuations are left out.

## A numerical case

Take a moiré period \(a=5\) nm, \(t=4\) meV and \(\phi=20^\circ\). Let the orbital density be \(e^{-r^2/\xi^2}/(\pi\xi^2)\) with \(\xi=1.25\) nm, and the relative permittivity \(\varepsilon_r=15\). The separation of two carriers on one site has the density \(e^{-r^2/2\xi^2}/(2\pi\xi^2)\). Averaging the Coulomb energy over it gives

\[
U=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}\int_0^\infty\frac{e^{-r^2/2\xi^2}}{\xi^2}\,dr
=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r\,\xi}\sqrt{\frac\pi2}=96.25\ \text{meV}.
\]

The same average with the centres 5 nm apart gives \(V=19.92\) meV, so \(\Delta=76.33\) meV and \(t/\Delta=0.052\). Then

\[
J=\frac{4(4\ \text{meV})^2}{76.33\ \text{meV}}=0.84\ \text{meV},\qquad J/k_B=9.7\ \text{K}.
\]

The in-plane coefficient is \(J\cos40^\circ=0.64\) meV and the antisymmetric one is \(J\sin40^\circ=0.54\) meV.

For \(S=1/2\), (7) gives \(-0.591\) meV per site. Relaxing three-component spins on a periodic \(6\times6\) lattice, by turning each against its local field, gives the same energy and a \(-120^\circ\) turn in the best of 20 random starts. The opposite chirality lies at \(+0.109\) meV and the in-plane ferromagnet at \(+0.482\) meV.

Several neglected effects can be sized, each taken alone:

- Higher orders in \(t\) shift the levels of a triangle by up to about 2% of \(J\). A lattice has more fourth-order paths, so the correction per bond can be several times larger there than on a triangle.
- Direct exchange adds \(-2X\,\mathbf S_i\cdot\mathbf S_j\). For orthogonalized Gaussian orbitals without internal phases, \(2X\) is 5% of \(J\).
- Interaction-assisted hopping, counting only the other carrier on the same bond, adds \(-0.24\) meV to the amplitude \(-t\). If 4 meV is the bare hopping, this part raises \(J\) by 13% when it has the same phase as the bare term; added as a real amplitude at \(\phi=20^\circ\), it raises \(J\) by 12% and lowers the phase to about \(19^\circ\). Carriers on surrounding sites also change the amplitude and are not included.
- A second-neighbour hopping of 0.8 meV gives an exchange of 4% of \(J\).
- Two carriers on one site avoid each other by mixing in higher orbitals. For a harmonic well and a mass of 0.45 electron masses, the orbital spacing is \(\hbar^2/(m\xi^2)=108\) meV. Diagonalizing the relative motion lowers the on-site repulsion to about 81 meV. Summing over the resulting doubly occupied states, reached by hopping between lowest orbitals, raises \(J\) by 20%, to 1.0 meV.

Direct hopping into excited orbitals is missing from the last estimate. Since \(U\) is 0.89 of the harmonic spacing, it cannot be dismissed. The harmonic well is itself an idealization. A moiré potential made of three equal cosines, with the same curvature at its minima, has a barrier of only 88 meV between sites. This is less than the harmonic zero-point energy of 108 meV, so the wells are too shallow for the harmonic estimate of the higher bands. A plane-wave calculation for this potential and mass puts the second band only about 20 meV above the top of the lowest one, far below \(U\). The one-orbital model is then not quantitatively justified, and the value of \(J\) is at best an order-of-magnitude estimate.

## Relation to real moiré devices

These numbers are meant for the rough regime of a twisted transition-metal dichalcogenide homobilayer. With an atomic lattice constant of about 0.33 nm, a 5 nm period corresponds to a twist of \(3.8^\circ\). In such bilayers a perpendicular electric field makes the layers inequivalent and can change \(\phi\). The one-orbital triangular model applies only when the band holding the carriers has zero Chern number in each valley and is separated from the next band. Near this period, continuum models of these homobilayers give either such a band or, depending on the material and the parameters, a band with Chern number \(\pm1\). A band of the second kind has no exponentially localized single orbital per cell, and (1) does not describe it. The permittivity of 15 is high beside a rough value of 5 for boron nitride encapsulation. With \(t\) and \(\xi\) held fixed, \(U\) and \(V\) scale as \(1/\varepsilon_r\), so a value of 5 would reduce \(J\) threefold, to 0.28 meV. It would also raise \(U\) to 2.7 orbital spacings, which makes the single-orbital assumption still less justified. A metal gate at distance \(d\) adds an image-charge interaction \(-e^2/(4\pi\varepsilon_0\varepsilon_r\sqrt{r^2+4d^2})\) between carriers a distance \(r\) apart. Its size is largest at \(r=0\), so it lowers \(U\) by a larger amount than \(V\), although \(V\) loses the larger fraction. The difference \(U-V\) shrinks and, at fixed \(t\), \(J\) rises. Simply omitting \(V\) while keeping \(U\), as in the ordinary Hubbard model, would instead give \(J=0.66\) meV. The computed bandwidth, 41 meV, is about half of \(\Delta\), which favours an insulating state within the one-orbital model but does not establish one; with a second band closer than \(\Delta\), an added carrier can cost less than \(\Delta\). At 1.5 K the thermal energy is \(0.15J\), small enough for the exchange to shape spin correlations, though this ratio alone does not establish magnetic order.
